# Walker's magnetostatic modes of a saturated sphere: the (n,n,0) family: verification in Python

```python
# Result under test: a sphere saturated along z has magnetostatic modes (n,n,0) at
#   omega_n = gamma*mu0*[H0 - Ms/3 + n*Ms/(2n+1)],  omega_1 = gamma*mu0*H0.
# H0: applied field, Ms: saturation magnetization, gamma: gyromagnetic ratio (>0).
# wH = gamma*mu0*(H0-Ms/3), wM = gamma*mu0*Ms; phasors exp(i w t); h = grad(psi).
# chi = wH*wM/(wH^2-w^2) is the diagonal transverse susceptibility.
# Dimensionless tests use sphere radius 1 and wM = 1.
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial import Polynomial, legendre, polynomial
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import eval_legendre

# ---------- example parameters (rough typical values for a filter sphere) ----------
g_factor = 2.0
B_applied = 0.350        # mu0*H0, T
B_sat = 0.180            # mu0*Ms, T
radius = 0.25e-3         # m
permittivity = 15.0      # relative
B_anis = 0.008           # cubic anisotropy field 2*K1/Ms, T
damping = 1e-4           # Gilbert parameter
A_exchange = 4e-12       # J/m
Ms_slope = 0.002         # relative loss of Ms per kelvin
warming = 10.0           # K
gamma_bar = g_factor * const.value('Bohr magneton') / const.h / 1e9   # GHz/T
fH = gamma_bar * (B_applied - B_sat / 3)
fM = gamma_bar * B_sat
wH = fH / fM             # dimensionless, wM = 1


def mode_frequency(n):
    """Derived formula, in GHz."""
    return gamma_bar * (B_applied - B_sat / 3 + n * B_sat / (2 * n + 1))


def sphere_grid(n_theta, n_phi):
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    C, P = np.meshgrid(c, phi, indexing='ij')
    s = np.sqrt(1 - C**2)
    pts = np.stack([s * np.cos(P), s * np.sin(P), C], axis=-1).reshape(-1, 3)
    return pts, np.repeat(wc, n_phi) * 2 * np.pi / n_phi


# ---------- eigenproblem from magnetic charges, no Walker equation used ----------
# Transverse magnetization components are expanded in all monomials of degree <= 3.
# The demagnetizing operator of a sphere maps this space into itself.
exps = np.array([e for e in itertools.product(range(4), repeat=3) if sum(e) <= 3])
deg = exps.sum(axis=1)
N = len(exps)
pts, wts = sphere_grid(8, 16)
V = np.array([np.prod(pts**e, axis=1) for e in exps])
G = np.zeros((3, N, len(pts)))
for i, e in enumerate(exps):
    for j in range(3):
        if e[j] > 0:
            lower = e.copy()
            lower[j] -= 1
            G[j, i] = e[j] * np.prod(pts**lower, axis=1)
degree_sum = deg[:, None] + deg[None, :]
overlap = (V * wts) @ V.T / (degree_sum + 3)
gradient = sum((G[j] * wts) @ G[j].T for j in range(3)) / (degree_sum + 1)
surface = np.vstack([V * pts[:, 0], V * pts[:, 1]])     # surface charge m.n
volume = -np.vstack([G[0], G[1]])                       # volume charge -div m
p = np.concatenate([deg, deg]) - 1.0                    # radial power of volume charge
demag = np.zeros((2 * N, 2 * N))
cosines = np.clip(pts @ pts.T, -1, 1)
for l in range(5):
    kernel = wts[:, None] * eval_legendre(l, cosines) * wts[None, :] / (4 * np.pi)
    q = 1 / (p + l + 3)
    demag += surface @ kernel @ surface.T
    demag += (surface @ kernel @ volume.T) * q[None, :]
    demag += (volume @ kernel @ surface.T) * q[:, None]
    demag += ((volume @ kernel @ volume.T) * (q[:, None] + q[None, :])
              / (p[:, None] + p[None, :] + 5))
uniform = int(np.where(deg == 0)[0][0])
static_factor = demag[uniform, uniform] / overlap[uniform, uniform]
assert abs(static_factor - 1 / 3) < 1e-12

Linv = np.kron(np.eye(2), np.linalg.inv(np.linalg.cholesky(overlap)))
J = np.kron(np.array([[0., -1.], [1., 0.]]), np.eye(N))


def stiffness(exchange=0.0):
    K = Linv @ (demag + exchange * np.kron(np.eye(2), gradient)) @ Linv.T
    return wH * np.eye(2 * N) + (K + K.T) / 2


def spectrum(exchange=0.0):
    C = np.linalg.cholesky(stiffness(exchange))
    w = np.linalg.eigvalsh(1j * (C.T @ J @ C))
    return w[w > 0]


def nearest(values, target):
    return values[np.argmin(abs(values - target))]


spec = spectrum()
eigen_GHz = {}
for n in range(1, 5):
    eigen_GHz[n] = nearest(spec, mode_frequency(n) / fM) * fM
    assert abs(eigen_GHz[n] - mode_frequency(n)) < 1e-8


# ---------- roots of the general characteristic equation ----------
def legendre_derivative(n, m):
    return polynomial.polyder(legendre.leg2poly([0] * n + [1]), m)


def compose(coefs, u):
    return sum((float(c) * u**k for k, c in enumerate(coefs)), Polynomial([0.0]))


def characteristic_roots(n, m):
    # P_n^m(xi) = (xi^2-1)^(m/2) * xi^s * R(xi^2);  u = xi0^2 = 1 + 1/chi
    s = (n - m) % 2
    R = legendre_derivative(n, m)[s::2]
    u = Polynomial([1 + wH, 0.0, -1 / wH])
    lin = Polynomial([wH, -1.0]) if m > 0 else Polynomial([1.0])
    F = (((m + n + 1 + s) * lin + m) * compose(R, u)
         + 2 * lin * u * compose(polynomial.polyder(R), u))
    return F.trim(1e-13).roots()


root_count = 0
worst_root = 0.0
for n in range(1, 5):
    for m in range(n + 1):
        roots = characteristic_roots(n, m)
        if m == n:
            assert len(roots) == 1
        for r in roots:
            assert abs(np.imag(r)) < 1e-7
            miss = abs(nearest(spec, abs(np.real(r))) - abs(np.real(r)))
            worst_root = max(worst_root, miss)
            root_count += 1
assert worst_root < 1e-7


# ---------- separated potential satisfies Walker's equation ----------
def separated(x, y, z, n, m, chi):
    c = np.sqrt((1 + chi) / chi + 0j)
    prod = (z * c)**2
    total = 1 + prod + (x * x + y * y) / chi
    xi = np.sqrt((total + np.sqrt(total**2 - 4 * prod + 0j)) / 2)
    eta = z * c / xi
    Q = legendre_derivative(n, m)
    return polynomial.polyval(xi, Q) * polynomial.polyval(eta, Q) * (x - 1j * y)**m


step = 1e-3
for n, m, chi in [(4, 2, -2.5), (5, 2, -2.5), (4, 1, 0.7), (5, 3, -0.4)]:
    r0 = np.array([0.31, 0.22, 0.43])
    second = []
    for axis in range(3):
        d = np.zeros(3)
        d[axis] = step
        second.append((separated(*(r0 + d), n, m, chi) - 2 * separated(*r0, n, m, chi)
                       + separated(*(r0 - d), n, m, chi)) / step**2)
    residual = (1 + chi) * (second[0] + second[1]) + second[2]
    assert abs(residual) < 1e-4 * max(abs(v) for v in second)
    # on the unit sphere the angular factor must be the Legendre function of cos(theta)
    Q = legendre_derivative(n, m)
    ratios = []
    for ct in (0.35, 0.8):
        st = np.sqrt(1 - ct**2)
        ratios.append(separated(st, 0.0, ct, n, m, chi)
                      / (st**m * polynomial.polyval(ct, Q)))
    assert abs(ratios[0] / ratios[1] - 1) < 1e-9

# ---------- field of the n = 7 mode from Coulomb's law ----------
n7 = 7
fine, wfine = sphere_grid(60, 120)
conj_surface = fine[:, 0] - 1j * fine[:, 1]
charge = conj_surface**(n7 - 1) * (fine[:, 0] - 1j * fine[:, 1])   # m.n, m=(1,-i,0)*...
point = np.array([0.3, 0.2, 0.25])
sep = point - fine
h_field = ((wfine * charge / np.linalg.norm(sep, axis=1)**3) @ sep) / (4 * np.pi)
m_field = np.array([1, -1j, 0]) * (point[0] - 1j * point[1])**(n7 - 1)
coulomb_factor = -(h_field[0] / m_field[0]).real
assert np.max(abs(h_field + n7 / (2 * n7 + 1) * m_field)) < 1e-8 * abs(m_field[0])

# ---------- neglected effects: formulas tested, then sized ----------
lam = 1e-8
spec_ex = spectrum(lam)
for n in (2, 3, 4):
    w0 = n / (2 * n + 1) + wH
    shift = nearest(spec_ex, w0) - nearest(spec, w0)
    assert abs(shift / (lam * (n - 1) * (2 * n + 1)) - 1) < 0.01

damped = np.linalg.eigvals(np.linalg.solve(np.eye(2 * N) - damping * J, J @ stiffness()))
w2 = wH + 2 / 5
closest = damped[np.argmin(abs(damped - 1j * w2))]
assert abs(-closest.real / (damping * w2) - 1) < 1e-3

ax, ay, K1 = sp.symbols('ax ay K1')
az2 = 1 - ax**2 - ay**2
energy = K1 * (ax**2 * ay**2 + (ax**2 + ay**2) * az2)
hess = sp.hessian(energy, (ax, ay)).subs({ax: 0, ay: 0})
assert hess == 2 * K1 * sp.eye(2)      # isotropic: same field 2*K1/Ms for both axes

mp.mp.dps = 30


def retarded_shift(x, eps):
    """Complex shift of uniform mode / wM from the magnetic-dipole pole; x = k0*a."""
    x = mp.mpf(x)
    outside = 1j * x - 1j / (x + 1j)

    def condition(mu):
        y = mp.sqrt(eps * mu) * x
        f = mp.sin(y) / y - mp.cos(y)
        df = mp.cos(y) / y - mp.sin(y) / y**2 + mp.sin(y)
        return mu * outside - y * df / f
    mu = mp.findroot(condition, (mp.mpc(-2.0, 0.0), mp.mpc(-2.01, 0.001),
                                 mp.mpc(-2.02, -0.001)), solver='muller')
    return complex(-1 / (mu - 1) - mp.mpf(1) / 3)


tiny = 0.01
trial = retarded_shift(tiny, permittivity)
assert abs(trial.real / (-(2 / 45) * (5 + permittivity) * tiny**2) - 1) < 0.01
assert abs(abs(trial.imag) / ((2 / 9) * tiny**3) - 1) < 0.02

f1 = mode_frequency(1)
assert abs(f1 - gamma_bar * B_applied) < 1e-12
k0a = 2 * np.pi * f1 * 1e9 / const.c * radius
retard = retarded_shift(k0a, permittivity) * fM * 1e3       # MHz
retard_formula = -(2 / 45) * (5 + permittivity) * k0a**2 * fM * 1e3
Ms = B_sat / const.mu_0
exchange_kHz = gamma_bar * 1e6 * (2 * A_exchange / Ms) * 5 / radius**2
spacing2 = (mode_frequency(2) - f1) * 1e3


def shell_share(n):
    def density(r):
        return r**(2 * n)       # |m|^2 r^2 with |m| ~ r^(n-1)
    return quad(density, 0.9, 1)[0] / quad(density, 0, 1)[0]


assert abs(shell_share(6) - (1 - 0.9**13)) < 1e-10

# ---------- output ----------
print(f"applied field mu0*H0 = {B_applied*1e3:.0f} mT")
print(f"saturation mu0*Ms = {B_sat*1e3:.0f} mT")
print(f"internal static field = {(B_applied-B_sat/3)*1e3:.0f} mT")
print(f"sphere diameter = {2*radius*1e3:.2f} mm, g = {g_factor:.1f}")
print(f"gamma/(2 pi) = {gamma_bar:.4f} GHz/T")
print(f"wH/(2 pi) = {fH:.4f} GHz, wM/(2 pi) = {fM:.4f} GHz")
print(f"static demagnetizing factor (charges) = {static_factor:.6f}")
print("modes (n,n,0): f, spacing from n=1, field offset, 1+chi, share r>0.9a")
for n in range(1, 7):
    f = mode_frequency(n)
    one_plus_chi = 1 + fH * fM / (fH**2 - f**2)
    offset = B_sat * (n - 1) / (3 * (2 * n + 1))
    assert abs(gamma_bar * (B_applied - offset) + (f - f1) - f1) < 1e-12
    print(f"n={n}: {f:.4f} GHz, {(f-f1)*1e3:.1f} MHz, {offset*1e3:.2f} mT, "
          f"{one_plus_chi:+.4f}, {shell_share(n)*100:.0f} %")
print(f"frequency where 1+chi = 0: {np.sqrt(fH*(fH+fM)):.4f} GHz")
print(f"limit n -> infinity: {fH+fM/2:.4f} GHz")
for n in range(1, 5):
    print(f"charge eigenproblem, n={n}: {eigen_GHz[n]:.4f} GHz")
print(f"characteristic roots checked (n<=4): {root_count}")
print(f"largest root mismatch / wM: {worst_root:.0e}")
print(f"Coulomb factor -h/m for n=7: {coulomb_factor:.6f} (7/15 = {7/15:.6f})")
print("neglected effects:")
print(f"anisotropy field {B_anis*1e3:.0f} mT: common shift {gamma_bar*B_anis*1e3:.0f} MHz")
print(f"relative permittivity = {permittivity:.0f}, k0*a = {k0a:.4f}")
print(f"retardation shift, n=1 (dipole pole): {retard.real:.1f} MHz")
print(f"retardation shift, n=1 (leading formula): {retard_formula:.1f} MHz")
print(f"radiation full width, n=1: {2*abs(retard.imag):.2f} MHz")
print(f"Gilbert alpha = {damping:.0e}: full width, n=1: {2*damping*f1*1e3:.2f} MHz")
print(f"exchange A = {A_exchange*1e12:.0f} pJ/m: shift, n=2: {exchange_kHz:.3f} kHz")
print(f"Ms loss {Ms_slope*100:.1f} %/K over {warming:.0f} K: "
      f"n=2 spacing falls by {spacing2*Ms_slope*warming:.1f} MHz")
print("all good")
```

Output:

```
applied field mu0*H0 = 350 mT
saturation mu0*Ms = 180 mT
internal static field = 290 mT
sphere diameter = 0.50 mm, g = 2.0
gamma/(2 pi) = 27.9925 GHz/T
wH/(2 pi) = 8.1178 GHz, wM/(2 pi) = 5.0386 GHz
static demagnetizing factor (charges) = 0.333333
modes (n,n,0): f, spacing from n=1, field offset, 1+chi, share r>0.9a
n=1: 9.7974 GHz, 0.0 MHz, 0.00 mT, -0.3594, 27 %
n=2: 10.1333 GHz, 335.9 MHz, 12.00 mT, -0.1120, 41 %
n=3: 10.2772 GHz, 479.9 MHz, 17.14 mT, -0.0297, 52 %
n=4: 10.3572 GHz, 559.8 MHz, 20.00 mT, +0.0114, 61 %
n=5: 10.4081 GHz, 610.7 MHz, 21.82 mT, +0.0360, 69 %
n=6: 10.4434 GHz, 646.0 MHz, 23.08 mT, +0.0524, 75 %
frequency where 1+chi = 0: 10.3345 GHz
limit n -> infinity: 10.6371 GHz
charge eigenproblem, n=1: 9.7974 GHz
charge eigenproblem, n=2: 10.1333 GHz
charge eigenproblem, n=3: 10.2772 GHz
charge eigenproblem, n=4: 10.3572 GHz
characteristic roots checked (n<=4): 24
largest root mismatch / wM: 3e-14
Coulomb factor -h/m for n=7: 0.466667 (7/15 = 0.466667)
neglected effects:
anisotropy field 8 mT: common shift 224 MHz
relative permittivity = 15, k0*a = 0.0513
retardation shift, n=1 (dipole pole): -11.8 MHz
retardation shift, n=1 (leading formula): -11.8 MHz
radiation full width, n=1: 0.30 MHz
Gilbert alpha = 1e-04: full width, n=1: 1.96 MHz
exchange A = 4 pJ/m: shift, n=2: 0.125 kHz
Ms loss 0.2 %/K over 10 K: n=2 spacing falls by 6.7 MHz
all good
```
